# Icosahedral reduction of orbital shells and the frontier levels of C60

## Problem

An electron without spin moves in a potential with the full symmetry of a regular icosahedron. Its orbitals of degree $l$ are spanned by the $2l+1$ spherical harmonics $Y_{lm}$, and the representation of rotations on this space is called $D^l$.

(a) Find the classes of the icosahedral rotation group $I$ and the character of $D^l$ on each.

(b) Construct the character table of $I$, and decide whether a d shell can split.

(c) Reduce $D^l$ for $l=0$ to $6$, including the parity under inversion.

(d) Explain the result for d and f shells through the multipoles of the potential. Illustrate it with twelve equal negative point charges at the vertices of an icosahedron.

(e) C60 has 60 π electrons, one per atom. Which of the levels that descend from $l=5$ are its frontier levels, that is, its highest occupied and lowest unoccupied ones (HOMO and LUMO)? Use the Hückel model with equal bonds.

## Solution

### (a) Classes and characters

An icosahedron has 12 vertices, 20 faces and 30 edges. Opposite ones share an axis, so there are 6 fivefold, 10 threefold and 15 twofold axes. With the identity, the rotations number

$$1+6\cdot4+10\cdot2+15\cdot1=60 .$$

If $S$ is a rotation in the group, then $S\,R(\mathbf n,\alpha)\,S^{-1}=R(S\mathbf n,\alpha)$. Rotations by the same angle are therefore conjugate when the group carries one axis direction into the other. All vertices are equivalent, and so are all faces and all edges. A rotation by $-\alpha$ about $\mathbf n$ is a rotation by $\alpha$ about $-\mathbf n$, which is an equivalent direction. Different angles between $0$ and $180^\circ$ give different traces and cannot be conjugate. The classes are thus the identity, 12 rotations by $72^\circ$, 12 by $144^\circ$, 20 by $120^\circ$ and 15 by $180^\circ$.

A rotation acts on functions by $(Rf)(\mathbf n)=f(R^{-1}\mathbf n)$. About the $z$ axis it multiplies $Y_{lm}\propto e^{im\varphi}$ by $e^{-im\alpha}$. The trace does not depend on the choice of axis, so

$$\chi^l(\alpha)=\sum_{m=-l}^{l}e^{-im\alpha}
=e^{il\alpha}\,\frac{1-e^{-i(2l+1)\alpha}}{1-e^{-i\alpha}}
=\frac{\sin[(2l+1)\alpha/2]}{\sin(\alpha/2)} .$$

In the last step $e^{-i(2l+1)\alpha/2}$ was taken out of the numerator and $e^{-i\alpha/2}$ out of the denominator. The remaining phase is $l-(2l+1)/2+1/2=0$ times $i\alpha$. At $\alpha=0$ the sum is $2l+1$.

For values, the equivalent form $\chi^l=1+\sum_{m=1}^{l}2\cos m\alpha$ is convenient. Let $p=2\cos72^\circ$ and $q=2\cos144^\circ$. The five fifth roots of unity add to zero, so $1+p+q=0$. Also $pq=2\cos216^\circ+2\cos72^\circ=q+p=-1$. Hence $p$ and $q$ are the roots of $x^2+x-1=0$. With $\phi=(1+\sqrt5)/2$, which obeys $\phi^2=\phi+1$, they are $p=\phi-1$ and $q=-\phi$. Adding the cosines one at a time gives

| $l$ | $0^\circ$ | $72^\circ$ | $144^\circ$ | $120^\circ$ | $180^\circ$ |
|---|---|---|---|---|---|
| 0 | 1 | 1 | 1 | 1 | 1 |
| 1 | 3 | $\phi$ | $1-\phi$ | 0 | −1 |
| 2 | 5 | 0 | 0 | −1 | 1 |
| 3 | 7 | $-\phi$ | $\phi-1$ | 1 | −1 |
| 4 | 9 | −1 | −1 | 0 | 1 |
| 5 | 11 | 1 | 1 | −1 | −1 |
| 6 | 13 | $\phi$ | $1-\phi$ | 1 | 1 |

### (b) The character table and the d shell

All characters here are real. Orthogonality of irreducible characters gives the product

$$\langle\chi,\chi'\rangle=\frac1{60}\sum_R\chi(R)\chi'(R).$$

It counts how often an irreducible representation occurs in another one, and $\langle\chi,\chi\rangle$ is the sum of the squared multiplicities. A norm of 1 therefore proves irreducibility.

For $l=2$,

$$\langle\chi^2,\chi^2\rangle=\frac{25+12\cdot0+12\cdot0+20\cdot1+15\cdot1}{60}=1 .$$

The five d functions form one irreducible representation, called $h$. By Schur's lemma, an operator that commutes with the group acts on them as a number, so no icosahedral potential splits the d shell. Mixing with other shells of the same symmetry can shift and reshape the level, but its five partners stay degenerate.

For $l=1$, the identity $\phi^2+(1-\phi)^2=2\phi^2-2\phi+1=3$ gives $(9+12\cdot3+0+15)/60=1$. This is the vector representation $t_1$. The constant function gives $a$. Five classes require five irreducible representations, so two are missing.

One of them comes from the twofold axes. Place the vertices at $(0,\pm1,\pm\phi)$ and cyclic permutations. The edge midpoints then lie along $x$, $y$, $z$ and along $(\pm1/\phi,\pm\phi,\pm1)$ with its cyclic permutations. This makes $3+12=15$ axes. None of the last twelve has a zero component, so the twofold axes perpendicular to $z$ are $x$ and $y$ alone. Since all twofold axes are equivalent, the 15 axes fall into five triads of mutually perpendicular axes, which the group permutes.

The character of this permutation is the number of triads left in place:

- The identity leaves 5.
- A fivefold rotation leaves 0. On the three axes of a fixed triad it would act as a permutation whose order divides 5, hence trivially, but a rotation by $72^\circ$ or $144^\circ$ preserves no axis except its own.
- A threefold rotation leaves a triad in place exactly when its axis is a body diagonal of that triad, because it must cycle the three axes. Each triad has four such diagonals, all threefold axes of the group. The 20 incidences are shared equally by 10 threefold axes, so 2 triads stay.
- A twofold rotation leaves the triad containing its own axis. To preserve another, it would have to exchange two axes of that triad and lie along their bisector. For the triad $x,y,z$ this is a direction such as $(1,1,0)$, which is not in the list of twofold axes. The number is 1.

The sum over all triads is invariant. Removing it subtracts 1 from each character and leaves $(4,-1,-1,1,0)$, in the class order of the table. The norm is $(16+12+12+20)/60=1$, so this is a four-dimensional irreducible representation, $g$.

Its multiplicity in $D^3$ is

$$\frac{7\cdot4+12\phi+12(1-\phi)+20}{60}=\frac{28+12+20}{60}=1 .$$

Subtracting it from $\chi^3$ leaves $(3,1-\phi,\phi,0,-1)$. This has the same norm as $t_1$, with the two fivefold classes interchanged, and is the last representation, $t_2$. The table is

| | $0^\circ$ | $72^\circ$ | $144^\circ$ | $120^\circ$ | $180^\circ$ |
|---|---|---|---|---|---|
| $a$ | 1 | 1 | 1 | 1 | 1 |
| $t_1$ | 3 | $\phi$ | $1-\phi$ | 0 | −1 |
| $t_2$ | 3 | $1-\phi$ | $\phi$ | 0 | −1 |
| $g$ | 4 | −1 | −1 | 1 | 0 |
| $h$ | 5 | 0 | 0 | −1 | 1 |

The squared dimensions add to $1+9+9+16+25=60$, as they must for a complete set.

### (c) The reduction through $l=6$

For $l=5$ the characters are $(11,1,1,-1,-1)$, and the five multiplicities are

$$\begin{aligned}
n_a&=(11+12+12-20-15)/60=0,\\
n_{t_1}&=(33+12\phi+12(1-\phi)+0+15)/60=1,\\
n_{t_2}&=(33+12(1-\phi)+12\phi+0+15)/60=1,\\
n_g&=(44-12-12-20+0)/60=0,\\
n_h&=(55+0+0+20-15)/60=1 .
\end{aligned}$$

For $l=4$ they are $n_a=(9-24+15)/60=0$, $n_{t_1}=n_{t_2}=(27-12-15)/60=0$, $n_g=(36+24)/60=1$ and $n_h=(45+15)/60=1$.

For $l=6$, the products on the fivefold classes need $\phi^2+(1-\phi)^2=3$ and $\phi(1-\phi)=-1$:

$$\begin{aligned}
n_a&=(13+12+20+15)/60=1,\\
n_{t_1}&=(39+36-15)/60=1,\\
n_{t_2}&=(39-24-15)/60=0,\\
n_g&=(52-12+20)/60=1,\\
n_h&=(65-20+15)/60=1 .
\end{aligned}$$

Inversion commutes with all rotations and multiplies a harmonic of degree $l$ by $(-1)^l$. Every part of $D^l$ therefore carries the label $g$ (even) for even $l$ and $u$ (odd) for odd $l$:

$$\begin{aligned}
D^0&=a_g, & D^1&=t_{1u}, & D^2&=h_g,\\
D^3&=t_{2u}+g_u, & D^4&=g_g+h_g, & D^5&=t_{1u}+t_{2u}+h_u,\\
D^6&=a_g+t_{1g}+g_g+h_g .
\end{aligned}$$

The dimensions agree: for example $3+3+5=11$ and $1+3+4+5=13$.

### (d) What the potential can do

Within one shell, a potential enters through integrals of $Y_{lm}^*\,V\,Y_{lm'}$. The product of the two harmonics has even parity and contains degrees $L=0,2,\dots,2l$ only. Each multipole of $V$ must itself be invariant, so $D^L$ must contain $a_g$. The reduction shows that this happens for $L=0$ and then not before $L=6$. A d shell sees $L\le4$, hence only the spherical average. An f shell reaches $L=6$ and can split into $g_u$ and $t_{2u}$.

Now put twelve charges $-e$ at distance $R$ in the directions $\mathbf u_k$, with the electron confined to a sphere of radius $r=tR$, $t<1$. In units of $e^2/(4\pi\varepsilon_0R)$ its repulsion energy is

$$V(\mathbf n)=\sum_{k=1}^{12}\frac1{\sqrt{1+t^2-2t\,\mathbf n\cdot\mathbf u_k}}
=\sum_{L=0}^{\infty}t^L S_L(\mathbf n),\qquad
S_L=\sum_{k=1}^{12}P_L(\mathbf n\cdot\mathbf u_k).$$

Here $S_0=12$ and $S_2=S_4=0$. The d level therefore lies at 12 for every $t<1$. For any $l$, the mean energy of the shell is also 12, because $\sum_m|Y_{lm}|^2$ is constant over the sphere and the angular average of $S_L$ vanishes for $L>0$.

Diagonalizing the full potential at $t=0.5$ gives these energies:

- $l=2$: $h_g$ at 12.0000.
- $l=3$: $g_u$ at 11.9856 and $t_{2u}$ at 12.0192.
- $l=5$: $t_{2u}$ at 11.9881, $h_u$ at 11.9959 and $t_{1u}$ at 12.0189.

The weighted mean for $l=3$ is $(4\cdot11.9856+3\cdot12.0192)/7=12.000$, as required. With the unrounded energies the f splitting is $12.019231-11.985577=0.0337$, or 0.3% of the mean energy. It comes from $L=6$ alone and is proportional to $t^6$, so halving $r$ would reduce it 64 times. For $l=5$ the multipole $L=10$ also acts, but its factor $t^{10}$ makes it negligible beside $L=6$ as $t\to0$. At large $t$ it changes the order: above $t\approx0.88$ the $h_u$ level drops below $t_{2u}$.

Six charges at the vertices of an octahedron provide a contrast. A cubic field has an invariant harmonic of degree 4, $x^4+y^4+z^4-\tfrac35r^4$. At the same $t$, the d shell splits into a threefold level at 5.9583 and a twofold level at 6.0625. The separation, 0.1042, is 1.7% of the mean energy 6. High symmetry alone thus does not protect the d shell; the absence of $L=2$ and $L=4$ does.

That protection ends when the symmetry is lowered. Stretch the icosahedron along a fivefold axis, taken as $z$. The fivefold rotation gives the d functions $m=0,\pm1,\pm2$ five different phases, so it does not mix them. The twofold rotations perpendicular to $z$ still pair $m$ with $-m$. The shell may now split into levels of dimension 1, 2 and 2, and an $L=2$ multipole is allowed. Spin–orbit coupling also lies outside the argument, since it acts on spin as well as on the orbital functions.

### (e) C60

**Counting on a sphere.** If the π electrons moved freely on a sphere, their energy would grow as $l(l+1)$. The shells $l=0$ to $4$ hold $2(1+3+5+7+9)=50$ electrons. Ten remain for the $l=5$ shell, which can hold 22. The cage splits this shell into $h_u$, $t_{1u}$ and $t_{2u}$. If $h_u$ is lowest, its five orbitals take all ten electrons and form a closed shell. The reduction does not decide this order. The ligand model above puts $t_{2u}$ lowest at $t=0.5$ and $h_u$ lowest only above $t\approx0.88$. The order depends on the potential, so a Hamiltonian for the cage is needed.

**Levels allowed by the cage.** The atoms sit at one third of each icosahedron edge, measured from either end. There is one atom for each of the 60 directed edges, and the 60 rotations carry any one into all the others. The full group has 120 operations, so each atom is left in place by the identity and by one other operation. That operation is the reflection in the plane through the edge and the centre. Each of the 15 mirror planes therefore contains $60/15=4$ atoms.

A π orbital points radially and transforms as a scalar attached to its site. The character of the 60 orbitals is thus 60 for the identity, 4 for each reflection, and 0 otherwise. A reflection is inversion times a twofold rotation $C_2$, so its irreducible character is $\pm\chi_\Gamma(C_2)$, with the upper sign for even parity. The multiplicities are

$$n_{\Gamma,\pm}=\frac{60\,d_\Gamma\pm15\cdot4\,\chi_\Gamma(C_2)}{120}
=\frac{d_\Gamma\pm\chi_\Gamma(C_2)}2 ,$$

where $d_\Gamma$ is the dimension. For $t_1$ and $t_2$ this gives one even and two odd copies; for $h$, three even and two odd. Two $t_{1u}$ levels must occur, and the label alone does not tell which of them descends from $l=5$.

**Hückel levels.** Each atom has energy $\alpha$, and each of the 90 bonds has the same coupling $\beta<0$. Levels are written $E=\alpha+x\beta$, so a larger $x$ means a lower energy. Diagonalization gives the occupied sequence

$$a_g,\quad t_{1u},\quad h_g,\quad t_{2u},\quad g_u,\quad (g_g+h_g),\quad h_u .$$

The levels before $h_u$ contain $1+3+5+3+4+9=25$ orbitals and 50 electrons. Their labels are those of $D^0$ to $D^4$. The ninefold level at $x=1.000$ joins $g_g$ and $h_g$; symmetry does not require this coincidence, which is a property found in this equal-bond matrix.

Around the gap the values of $x$ are

- $h_u$: $0.618$, filled with ten electrons;
- $t_{1u}$: $-0.139$, empty;
- $t_{1g}$: $-0.382$, empty;
- $h_g$: $-1.303$, empty;
- $t_{2u}$: $-1.438$, empty.

The HOMO is $h_u$ and the LUMO is $t_{1u}$. Their separation is $[0.618-(-0.139)]|\beta|=0.757\,|\beta|$. The level $t_{2u}$ is not a frontier level: it lies $1.4383-0.1386=1.2997$ in units of $|\beta|$ above the LUMO, with $t_{1g}$ and $h_g$ in between.

**How far $l=5$ describes these orbitals.** Sample the eleven harmonics of degree 5 at the atomic directions, and let $P_5$ project onto the space of 60-component vectors they span. For a level with $d$ orthonormal orbitals $\psi_a$, the weight

$$w_5=\frac1d\sum_{a=1}^{d}\lVert P_5\psi_a\rVert^2$$

is 1 if the level lies wholly in that space. The weights are 0.9965 for the HOMO, 0.976 for the LUMO and 0.966 for the upper $t_{2u}$ level. All three levels therefore lie close to the sampled $l=5$ space, though not wholly in it. These values belong to the equal-bond cage. With bond lengths of 1.455 and 1.391 Å and a coupling 10% larger on the short bonds, they become 0.999, 0.987 and 0.986. A high weight does not by itself exclude higher degrees. The cage has only two levels each of $t_{1u}$, $t_{2u}$ and $h_u$, so sampled harmonics of higher degree with these labels must be combinations of the same orbitals. The LUMO, for example, has weight 0.980 in the sampled $l=7$ space, slightly more than in the $l=5$ space. Parentage here means the lowest degree that accounts for a level.

After $l=1$, the next degree that contains $t_{1u}$ is 5. The LUMO has a weight of only 0.0003 in the $l=1$ space, so by this convention it is the $l=5$ copy of $t_{1u}$. This weight and 0.976 do not add to 1, and need not. Harmonics of different degree are orthogonal over the whole sphere, but need not be when summed over 60 points. A product of degrees 1 and 5 contains $L=4$ and $L=6$; the $L=4$ part sums to zero over the cage by symmetry, while the $L=6$ part has an invariant component and need not. Weights in overlapping spaces are not fractions of a whole.

The next level, $t_{1g}$, has weight 1.0000 in the $l=6$ space. Here symmetry leaves no freedom: the cage has one $t_{1g}$ level, and the sampled $D^6$ supplies functions of that symmetry. The lowest degree that contains $t_{1g}$ is 6, so the second empty level comes from the next spherical shell and falls between members of the $l=5$ shell. The splitting by the cage is thus large enough to make neighbouring shells overlap.

These energies belong to a one-electron model with equal bonds. It omits the σ electrons, the difference between the two kinds of bond, and explicit electron repulsion. Symmetry fixes which labels occur and the degeneracy that belongs to each. The order of the levels, the gap in units of $|\beta|$ and the coincidence of $g_g$ with $h_g$ are results of the model. If the 30 bonds shared by two hexagons are given a coupling 10% larger, the ninefold level splits into $g_g$ at $x=1.068$ and $h_g$ at $1.035$, and the gap grows to about $0.90\,|\beta|$. The order $h_u$, $t_{1u}$, $t_{1g}$, $h_g$, $t_{2u}$ stays the same. The full list of levels and characters is in the numerical output below.

## Numbers as computed

```
Characters by class (angle in degrees, number of rotations)
angle 0, size 1: a=1.0000 t1=3.0000 t2=3.0000 g=4.0000 h=5.0000
angle 72, size 12: a=1.0000 t1=1.6180 t2=-0.6180 g=-1.0000 h=0.0000
angle 144, size 12: a=1.0000 t1=-0.6180 t2=1.6180 g=-1.0000 h=0.0000
angle 120, size 20: a=1.0000 t1=0.0000 t2=0.0000 g=1.0000 h=-1.0000
angle 180, size 15: a=1.0000 t1=-1.0000 t2=-1.0000 g=0.0000 h=1.0000
Reduction: characters at 0,72,144,120,180 deg; norm; content
l=0: 1.0000 1.0000 1.0000 1.0000 1.0000; 1.000; ag
l=1: 3.0000 1.6180 -0.6180 0.0000 -1.0000; 1.000; t1u
l=2: 5.0000 0.0000 0.0000 -1.0000 1.0000; 1.000; hg
l=3: 7.0000 -1.6180 0.6180 1.0000 -1.0000; 2.000; t2u+gu
l=4: 9.0000 -1.0000 -1.0000 0.0000 1.0000; 2.000; gg+hg
l=5: 11.0000 1.0000 1.0000 -1.0000 -1.0000; 3.000; t1u+t2u+hu
l=6: 13.0000 1.6180 -0.6180 1.0000 1.0000; 4.000; ag+t1g+gg+hg
Largest |sum of P_L| over 80 sample directions, 12 vertices
  L=2: 0.000, L=4: 0.000, L=6: 5.249, L=8: 0.000, L=10: 2.313
Ligand field, r/R = 0.5, energies in e^2/(4 pi eps0 R)
  icosahedron l=2: hg 12.000000
  icosahedron l=3: gu 11.985577, t2u 12.019231
  icosahedron l=5: t2u 11.988053, hu 11.995853, t1u 12.018858
  icosahedron l=6: gg 11.988589, hg 11.996414, t1g 12.012390, ag 12.026405
  octahedron l=2: 3-fold 5.958333, 2-fold 6.062500
C60 Hueckel: 60 sites, 90 equal bonds
x (E = alpha + x beta), degeneracy, label, electrons
  3.0000, 1, ag, 2
  2.7566, 3, t1u, 6
  2.3028, 5, hg, 10
  1.8202, 3, t2u, 6
  1.5616, 4, gu, 8
  1.0000, 9, gg+hg, 18
  0.6180, 5, hu, 10
  -0.1386, 3, t1u, 0
  -0.3820, 3, t1g, 0
  -1.3028, 5, hg, 0
  -1.4383, 3, t2u, 0
  -1.6180, 5, hu, 0
  -2.0000, 4, gg, 0
  -2.5616, 4, gu, 0
  -2.6180, 3, t2g, 0
Electrons held by shells l=0..4: 50
HOMO-LUMO gap: 0.7566 |beta|
Weight of HOMO hu in l=5 span: 0.9965
Weight of LUMO t1u in l=5 span: 0.9761
Weight of LUMO t1u in l=1 span: 0.0003
Weight of next level t1g in l=6 span: 1.0000
Weight of upper t2u in l=5 span: 0.9660
Weight of upper t2u in l=3 span: 0.0003
```
